Filling of a circular surface pit across an Ehrlich-Schwoebel barrier

## 1. From a straight edge to a circular pit

A crystal surface has a pit one atomic layer deep. Single atoms, called adatoms, wander over the terrace around it. When one of them steps down over the rim and joins the edge of the broken layer, the pit becomes smaller by one atomic area. On many surfaces stepping down is harder than an ordinary hop on the terrace: an atom that hops over the rim passes through a position with few neighbours. The extra energy needed there is the Ehrlich-Schwoebel barrier, ΔE. How does the rate of filling depend on the size of the pit?

Two guesses suggest themselves. If stepping down is the slow part, the rate should be proportional to the length of the rim, hence to the radius. If the journey across the terrace is the slow part, the rate should depend on the radius weakly, through the logarithm that belongs to diffusion in a plane. The calculation below shows how the two are joined, and what has to be held fixed for the joint law to be true.

**The straight edge**

The simplest case has a straight rim. Let y be the distance from the rim into the upper terrace, and n(y) the number of adatoms per area. At y = ℓ the density is held at n_R by some source. No atoms arrive from the vapour and none evaporate. The adatoms are so dilute that they do not disturb one another, and their diffusion coefficient D is the same in all directions.

Count the current per length J as positive when atoms move towards the rim, that is, towards smaller y. Atoms drift from high to low density, so

J = D dn/dy.

In a steady state nothing accumulates between two lines parallel to the rim. J is then the same at every y, the density is a straight line, and integration from 0 to ℓ gives

n_R − n(0) = Jℓ/D.

A second relation comes from the rim. The number of atoms that step down, per length and time, is proportional to the density just in front of the rim; call it k n(0). The edge also sends atoms up onto the terrace at a rate w that does not depend on n(0), since the adatoms are dilute. The net current is

J = k n(0) − w.

If the terrace is in equilibrium with the edge, at density n_e, the net current must vanish. This fixes w = k n_e, so that

J = k[n(0) − n_e].

The quotient D/k is a length, which will be called d:

d = D/k, hence n(0) − n_e = Jd/D.

Adding the two density differences removes the unknown n(0):

n_R − n_e = J(ℓ + d)/D,

J = DΔn/(ℓ + d), with Δn = n_R − n_e.

The barrier acts like an additional strip of terrace of width d. For d → 0 the result is J = DΔn/ℓ, ordinary diffusion to an edge that accepts atoms freely. For d ≫ ℓ it is J = DΔn/d = kΔn: the terrace density is then nearly uniform and the rim alone sets the current.

**What d means in terms of hops**

The length d can be computed from atomic hop rates. Take a triangular lattice of adatom sites with neighbour distance a and a rim parallel to a close-packed row. The rows are a distance h = (√3/2)a apart, and each site occupies the area Ω = ah. A site has six neighbours: two in its own row, two in the row above and two in the row below. An adatom hops to each neighbour with rate ν.

Let θ_j = Ωn_j be the mean occupancy of a site in row j, with j increasing away from the rim. Each site exchanges atoms with the next row through two bonds, and there are 1/a sites per length of row. The net current towards the rim is

J = (2ν/a)(θ_(j+1) − θ_j) = 2νh(n_(j+1) − n_j),

where Ω/a = h was used. The density gradient is (n_(j+1) − n_j)/h, so J equals 2νh² times the gradient. Comparison with J = D dn/dy gives

D = 2νh² = (3/2)a²ν.

At the rim, let row 0 be the first row of the lower level, where an atom is incorporated. It is kept at the density n_e. The two bonds from row 1 to row 0 have the smaller rate

ν′ = ν exp(−ΔE/k_BT),

with k_B the Boltzmann constant and T the temperature. It is assumed here that the barrier changes the exponential factor and leaves the prefactor alone. The current through these bonds is

J = 2ν′h(n_1 − n_e).

From row 1 outwards the density rises by J/(2νh) per row. Continuing this straight line back to row 0 gives the density n(0) that the continuum description assigns to the rim:

n(0) = n_1 − J/(2νh) = n_e + [J/(2νh)](ν/ν′ − 1).

The continuum relation says n(0) − n_e = Jd/D, and D/(2νh) = h. Therefore

d = h(ν/ν′ − 1) = h[exp(ΔE/k_BT) − 1].

Without a barrier ν′ = ν and d = 0, as it should be. The result belongs to distances counted from row 0. If the rim is placed half a row further out, d grows by h/2 and ℓ shrinks by h/2, and the current stays the same.

Both formulas were tested on a strip four sites wide, with the source 40 rows from the trapping row, by solving for the steady occupancies. Three edge rates were used: ν′ = ν, ν′ = 0.2ν, and the value for ΔE = 0.10 eV at 300 K. The extrapolated d/h agreed with ν/ν′ − 1 to within a millionth of 1 + ν/ν′, and the current agreed with D = (3/2)a²ν to one part in 10⁸.

**The circle without a barrier**

Now bend the rim into a circle of radius r. Let ρ be the distance from the centre, and let the density be n_R everywhere on a concentric circle of radius R > r. Physically, the circle at R can be an ascending step that keeps the terrace next to it at a definite density.

Let I be the number of atoms that cross a circle of radius ρ inwards per second. It is the current per length times the circumference:

I = 2πρD dn/dρ.

In a steady state without deposition or evaporation, as many atoms enter the ring between two circles as leave it. I is thus independent of ρ, while the gradient varies as 1/ρ: the same current is squeezed through ever shorter circles. Dividing by 2πρD and integrating from r to R,

n_R − n(r) = [I/(2πD)] ∫ dρ/ρ = [I/(2πD)] ln(R/r).

If the rim lets atoms through freely, n(r) = n_e and

I = 2πDΔn/ln(R/r).

A wide circle seen from close by should look straight. Put R = r + ℓ with ℓ ≪ r. Then ln(R/r) = ln(1 + ℓ/r) ≈ ℓ/r, and I ≈ 2πr DΔn/ℓ. This is the straight-edge current without a barrier, multiplied by the length of the rim.

The opposite limit shows why R cannot be dropped. As R → ∞ at fixed Δn the logarithm grows without bound and the steady current tends to zero. A pit in an infinite plane has no steady current set by a density far away. The outer radius is part of the physical situation.

**The circle with a barrier**

The rim relation holds for each piece of the rim. Its total length is 2πr, so

I = 2πrk[n(r) − n_e].

Solving for the density difference and writing k = D/d,

n(r) − n_e = I/(2πrk) = [I/(2πD)](d/r).

The difference across the terrace is still [I/(2πD)] ln(R/r), since the barrier acts at the rim alone. The sum of the two is

Δn = n_R − n_e = [I/(2πD)][ln(R/r) + d/r],

and therefore

I = 2πDΔn/[ln(R/r) + d/r].

This is the law sought. The terrace and the rim are two resistances in series: the same current passes through both, and the density differences add. The logarithm is the resistance of the terrace, d/r that of the rim, in units of 1/(2πD).

Three points of meaning belong to it. The rate is a number of atoms per second, or, after multiplication by Ω, an area filled per second. It is not the speed of the rim. The density difference runs from the source to the equilibrium density of the pit edge. If it ran from the source to the terrace density n(r) just in front of the rim, the term d/r would be absent. Finally, the law contains no current from the pit floor. With no source on the floor, a steady radial density there has the form A + B ln ρ. It must stay finite at the centre, so B = 0, the density is uniform, and it sends no net current to the edge.

For d/r ≫ ln(R/r) the law becomes I = 2πrkΔn, proportional to the length of the rim: the first guess. For d/r ≪ ln(R/r) it becomes the logarithmic law: the second guess. For R = r + ℓ with ℓ ≪ r it becomes 2πr DΔn/(ℓ + d), the straight edge with its barrier.

Which resistance is larger follows from comparing r ln(R/r) with d. The function r ln(R/r) vanishes as r → 0 and also at r = R. Its derivative is ln(R/r) − 1, so its greatest value is R/e, reached at r = R/e, where e is the base of natural logarithms. If d > R/e, the rim is the larger resistance at every radius. If d < R/e, the terrace dominates in a middle range of radii, and the rim dominates both for small pits and for pits that nearly reach the source.

The barrier can also be expressed as an apparent loss of size. Since d/r = −ln[exp(−d/r)],

ln(R/r) + d/r = ln(R/r_a), with r_a = r exp(−d/r).

The pit collects atoms as a freely accepting pit of the smaller radius r_a would. The exponential makes small pits poor collectors: at r = d the apparent radius is r/e, and at r = d/2 it is r/e².

**From single hops to the whole law**

The radial law was tested against a direct numerical solution of the steady diffusion balance on rings. The radii were 1, 5, 10 and 30 nm, with R = 50 nm, and d was 0.01, 1, 11.7 and 200 nm. The largest relative difference was 3 × 10⁻⁷.

A more demanding test starts from the hops themselves and so includes the atomic shape of the rim. A hexagonal pit of 4447 sites was placed in a triangular lattice with a = 0.289 nm and 104142 free terrace sites, with the source at R = 50 nm. A circle of the same area has r = 10.12 nm. The steady hopping current differed from the law for that circle by −0.2 % without a barrier and by +1.7 % with ΔE = 0.10 eV at 300 K.

The sign and size of the second number can be estimated. A hexagon of side s has perimeter 6s and area (3√3/2)s². A circle of equal area has a perimeter shorter by the factor 1.05. If atoms cross the rim evenly along its length, the hexagon lowers the rim term d/r = 1.16 by 5 %, or 0.055. The sum of both terms is 2.76, so the current should rise by 2.0 %. A smaller effect is hidden in the comparison. The circle of equal area lies about half a row outside row 0, while d was counted from row 0. By the rule found for the strip, d should then be larger by h/2. This raises d/r by 0.012 and lowers the current given by the law by 0.4 % with the barrier and by 0.8 % without it. Measured against the law corrected in this way, the hopping current is higher by 2.2 % and 0.6 %.

## 2. The shrinking pit and a worked case

The symbols carried over are these. The pit has radius r and the source holds the density n_R at radius R. The edge of the pit is in equilibrium with the density n_e, and Δn = n_R − n_e. D is the diffusion coefficient, Ω the area per atom, and d = h[exp(ΔE/k_BT) − 1] the length that represents the barrier at a close-packed edge with row spacing h. The number of atoms entering the pit per second is

I = 2πDΔn/[ln(R/r) + d/r].

**Speed of the rim**

Each atom incorporated removes the area Ω from the pit. Its area πr² changes as

d(πr²)/dt = 2πr dr/dt = −ΩI.

Dividing by 2πr and inserting I,

dr/dt = −ΩDΔn/[r ln(R/r) + d].

The minus sign says that the pit shrinks when Δn > 0. For Δn < 0 atoms leave the edge for the terrace and the pit grows.

Current and speed depend on size in different ways. The derivative of ln(R/r) + d/r with respect to r is −1/r − d/r², which is negative, so at fixed Δn a smaller pit receives fewer atoms per second. The speed contains r ln(R/r) + d instead. This has its maximum at r = R/e, as found above, and d does not shift it. At fixed Δn the rim moves most slowly at R/e. A pit that starts larger first slows down and then speeds up; one that starts smaller speeds up all the way. Numerical solutions of the diffusion problem for d = 1, 11.7 and 50 nm confirmed that the speed at R/e is less than at radii 10 % smaller or larger.

**Time to fill at fixed density difference**

With Δn constant, the equation for dr/dt can be separated. A pit of initial radius r disappears after

t = [1/(ΩDΔn)] ∫ [s ln(R/s) + d] ds, from s = 0 to r.

The logarithmic part is integrated by parts. The derivative of ln(R/s) is −1/s, so

∫ s ln(R/s) ds = (s²/2) ln(R/s) + ∫ (s/2) ds = (s²/2) ln(R/s) + s²/4.

At the lower limit s² ln(R/s) vanishes. Hence

t = [(r²/2) ln(R/r) + r²/4 + dr]/(ΩDΔn).

When the term dr dominates, t = r/(ΩkΔn): the rim moves at constant speed and the time is proportional to the radius. When d = 0 and r ≪ R, the time grows roughly as the area, with a logarithmic correction; it grows more slowly for larger pits, locally as r^1.5 at r = R/5, and levels off as r approaches R. The formula was also tested by adding up times from numerically computed currents for r = 10 nm, R = 50 nm and d = 11.7 nm; the two agreed within 0.1 %.

**Why a steady profile may be used while the rim moves**

The steady law was applied at every instant although r changes. This needs a reason. In the steady profile the density at a fixed place ρ obeys

n_R − n(ρ) = Δn ln(R/ρ)/[ln(R/r) + d/r].

At fixed Δn the denominator grows as r falls, and n(ρ) rises towards n_R. Some arriving atoms must stay on the terrace to raise the density, and the newly covered area needs adatoms too. The number stored is of order Δn or n_R times an area, while filling an area takes 1/Ω atoms per unit area. The delay relative to the filling time is thus of order Ωn_R, the coverage at the source, times a factor set by the geometry. The factor is near 1 for pits a few times smaller than R, but it reaches about 10 for a pit shrinking from 0.03R to 0.01R with a weak barrier, d = 0.002R.

A full solution of the diffusion equation with a moving rim tested this. The pit shrank from r = 0.3R to 0.1R, with d = 0.2R and n_e = 0. At coverage 0.02 it took about 1.4 % longer than the steady law predicts, and at coverage 0.01 about 0.7 % longer. Halving the coverage halved the delay.

**What deposition changes**

Suppose that F atoms per area and second land on the terrace. The current through the rim is then the current through the circle at ρ plus what lands between the two:

I = 2πρD dn/dρ + πF(ρ² − r²).

Solve for dn/dρ and integrate from r to R:

n_R − n(r) = [I/(2πD)] ln(R/r) − [F/(2D)][(R² − r²)/2 − r² ln(R/r)].

The rim still contributes n(r) − n_e = [I/(2πD)](d/r). Adding this and multiplying by 2πD,

I = {2πDΔn + πF[(R² − r²)/2 − r² ln(R/r)]}/[ln(R/r) + d/r].

The denominator survives, but the numerator now depends on r. The simple proportionality therefore requires that the deposition term be small, as in annealing after growth. Atoms landing on the pit floor would add πr²F if all of them reach the edge. The current over the rim was tested against the numerical solution at the flux for which the two terms of the numerator are equal, and agreed within one part in 10⁵.

**What sets the density difference**

During annealing the driving force can come from the curvature of the edges. Let γ be the edge free energy per length. Adding one atom to the pit shrinks its radius by Ω/(2πr) and its perimeter by 2π times that, or Ω/r. The free energy falls by γΩ/r compared with adding the atom to a straight step. An atom at the pit edge is bound more firmly by this amount, and the dilute adatom density in equilibrium with it is lower by a Boltzmann factor:

n_e(r) = n_∞ exp[−γΩ/(k_BTr)].

Here n_∞ = exp(−E_f/k_BT)/Ω is the density in equilibrium with a straight step, if changes in the atomic vibrations are neglected, and E_f is the energy to take an atom from a kink in the step onto the terrace.

If the source is an ascending step of radius R around the terrace, that step is the rim of a larger pit in the layer above. It keeps the density n_R = n_∞ exp[−γΩ/(k_BTR)], provided that atoms attach to it freely from below. Since r < R, n_R exceeds n_e and the small pit fills. But Δn grows as r falls. The law for I still holds at each radius with the current value of Δn; the filling time at constant Δn does not.

**A pit on a surface like Ag(111)**

The following values are rough typical ones for the regime of the close-packed silver surface Ag(111) at 300 K: a = 0.289 nm, a diffusion barrier of 0.10 eV, ΔE = 0.10 eV, E_f = 0.65 eV, γ = 0.70 eV/nm and a hop prefactor of 10¹² s⁻¹ per neighbour. They give k_BT = 0.02585 eV, h = 0.2503 nm and Ω = 0.0723 nm². The pit has r = 10 nm and the surrounding ascending step has R = 50 nm.

The hop rate is ν = 10¹² exp(−0.10/0.02585) = 2.09 × 10¹⁰ s⁻¹. Hence

D = 1.5 × 0.289² × 2.09 × 10¹⁰ = 2.62 × 10⁹ nm²/s,

or 2.6 × 10⁻⁵ cm²/s, and

d = 0.2503 × [exp(0.10/0.02585) − 1] = 11.7 nm.

The length γΩ/(k_BT) is 1.96 nm. With n_∞ = 1.664 × 10⁻¹⁰ nm⁻², the source density is n_R = 1.600 × 10⁻¹⁰ nm⁻² and the edge density n_e = 1.368 × 10⁻¹⁰ nm⁻². Their difference is Δn = 2.32 × 10⁻¹¹ nm⁻².

The terrace resistance is ln 5 = 1.61 and the rim resistance 11.7/10 = 1.17, together 2.78. The current is

I = 2π × 2.62 × 10⁹ × 2.32 × 10⁻¹¹/2.78 = 0.137 atoms/s,

about one net atom every seven seconds into a pit that lacks 4343. At the same Δn but without the step barrier it would be 0.237 atoms/s. The rim takes 1.17/2.78 = 42 % of the density difference.

Now keep Δn at this value and compare sizes. At r = 10, 5 and 2 nm the currents are 0.137, 0.082 and 0.042 atoms/s, while the rim speeds are 0.57, 0.68 and 0.87 nm/h. The current falls with the radius, as it does for every pit size at fixed Δn. The speed rises, as expected below R/e = 18.4 nm. At 5 nm the two resistances are nearly equal; at 2 nm the rim dominates.

For the filling time at fixed Δn the three terms in the bracket are 80.5, 25.0 and 117.3 nm², in all 222.7 nm². The factor ΩDΔn is 4.39 × 10⁻³ nm²/s. The time is 5.07 × 10⁴ s, or 14.1 h; without the step barrier it would be 6.7 h.

**What the example leaves out**

The fixed Δn affects that time strongly. If n_R is held fixed and n_e follows the shrinking radius, integration of the same law gives 7.8 h instead of 14.1 h. The curvature formula is used there down to r = 0, where a continuous edge has lost its meaning, so the last few atoms are not described.

Shape and position matter less. The current into the hexagonal pit differed from the law for a circle by 1.7 %. The hexagon is the favourable case, since all its edges are close-packed, as assumed for d. On the same lattice a round pit of equal area has about 10 % more crossing bonds than a close-packed edge of the same length and exceeds the law by 3.6 %; a triangular pit exceeds it by 14 %. Moving the pit 20 nm off centre, with the edge densities unchanged, raises the current by 6.7 %. The outer step gives up the atoms that fill the pit, so its radius grows to √(50² + 10²) = 51.0 nm; at fixed Δn this lengthens the filling time by less than 0.5 %.

Deposition is different. A flux of 8.5 × 10⁻⁶ layers per second would already double the current over the rim, at fixed edge densities. Under such a flux the law without the deposition term cannot be used here.

Evaporation is negligible: with a rough desorption energy of 2.2 eV and a prefactor of 10¹³ s⁻¹, an adatom would diffuse about 5 × 10¹⁶ nm before leaving. The coverage at the source is 1.2 × 10⁻¹¹, so storage of adatoms on the terrace is negligible too. The time for diffusion over the distance R, R²/D, is about 10⁻⁶ s.

The mean number of adatoms on the whole ring is below 1.3 × 10⁻⁶. The terrace is empty nearly all the time, and n is a probability density. The law still holds for the mean, because the hopping equations are linear in the occupancies when adatoms do not interact. It gives the average current, and individual arrivals scatter about it.

**How far the numbers can be trusted on real silver**

The energies limit the prediction far more than the geometry does. With ΔE = 0.07 eV the length d is 3.5 nm, and with 0.13 eV it is 38 nm. At the same Δn and r = 10 nm, the sum of resistances becomes 1.96 or 5.41, and the current 0.19 or 0.07 atoms/s. A change of 0.05 eV in E_f multiplies or divides the rate by 6.9. The lattice of sites is simplified as well. A real (111) surface has two kinds of hollow site, and an adatom hops from one kind to the other. If both kinds had the same energy and each such hop had the rate ν used here, D would be six times smaller, and d would be 7.8 or 3.9 nm, depending on whether one or two bonds lead from the terrace to each edge site. With twice as many sites open to adatoms, the current would be about 0.05 or 0.06 atoms/s. The filling time is therefore an order of magnitude at best. A real rim also has kinks and edges of different orientation, whose barriers need not be equal; a single d is then an effective value for the whole rim. It is weighted towards the parts that are easy to cross and is not the plain mean of the separate lengths. During an anneal driven by curvature Δn does not stay constant, and assuming that it does changes the filling time here by nearly a factor of two. The dependence on r at a given Δn is more robust, since E_f and a prefactor common to all hops cancel from the ratio of two currents. ΔE and the temperature remain in it through d, and so does any difference between the prefactors of step and terrace hops, which was assumed away above and has been reported to be large on Ag(111). A step prefactor ten times the terrace value would reduce d from 11.7 to 0.95 nm and the ratio of the currents at 10 and 2 nm from 3.3 to 2.2. The numerical output lists the values used.

Values computed for the example and the checks

```
INPUTS (rough values, Ag(111) regime)
temperature 300 K, kT 0.02585 eV
neighbour distance 0.289 nm, row spacing 0.2503 nm
area per atom 0.07233 nm2
hop prefactor per neighbour 1.0e+12 1/s
diffusion barrier 0.10 eV, extra step barrier 0.10 eV
adatom formation energy 0.65 eV, edge energy 0.70 eV/nm
pit radius r 10 nm, feeding radius R 50 nm
RESULTS
D 2.6179e+09 nm2/s = 2.6179e-05 cm2/s
edge coefficient k 2.2324e+08 nm/s, length d 11.727 nm
straight-step density n_inf 1.6640e-10 1/nm2
curvature length gamma*Omega/kT 1.9585 nm
n_R 1.6001e-10, n_e 1.3680e-10, difference 2.3205e-11 1/nm2
density on the terrace side of the edge 1.4658e-10 1/nm2
ln(R/r) 1.6094, d/r 1.1727, sum 2.7821
current I 0.1372 atoms/s, without step barrier 0.2372 atoms/s
atoms missing in pit 4343
r 10 nm, same difference: I 0.1372 atoms/s, edge speed 0.5686 nm/h
r 5 nm, same difference: I 0.0821 atoms/s, edge speed 0.6807 nm/h
r 2 nm, same difference: I 0.0420 atoms/s, edge speed 0.8709 nm/h
radius of least edge speed R/e 18.39 nm
filling time, fixed difference 14.08 h
same without step barrier 6.67 h
TESTS
largest relative error of radial law 3.2e-07
hexagon: 4447 pit sites, 104142 terrace sites, equal-area r 10.119 nm
hopping current / law - 1: no barrier -0.18 %, with barrier 1.71 %
moving-edge delay: coverage 0.02 1.35 %, coverage 0.01 0.67 %
NEGLECTED EFFECTS
filling time with curvature-dependent n_e 7.85 h
pit 20 nm off centre: current change 6.66 %
outer step retreats to 50.99 nm: time change below 0.44 %
deposition that doubles the current 8.46e-06 layers/s
adatom coverage at R 1.16e-11
diffusion time R^2/D 9.55e-07 s
mean adatom number on annulus, upper bound 1.21e-06
path before desorption (2.2 eV, 1e13 1/s) 4.9e+16 nm
step barrier 0.07 eV: d 3.50 nm; 0.13 eV: d 37.97 nm
0.05 eV in formation energy changes the rate by factor 6.92
```
